**Saturation of reversible two-state switching**

A cell that jumps from unset to set at rate k_f and back at rate k_b reaches the set probability k_f/(k_f + k_b), so a long pulse fails with probability k_b/(k_f + k_b). For two equivalent sites at one temperature T, this floor is 1/(1 + exp(w/kT)), where w is the work done by the field over the hop. The program asserts that the time-dependent solution agrees with a matrix exponential of the rate equations and with 200,000 random trajectories built from exponential waiting times. The trajectories also test the probability of never having switched, the mean number of flips, and the failure probability when the cell is read between three pulses. A separate calculation follows a diffusing particle in a tilted double well with a 10 kT barrier; its population agrees with the two-state law to within 0.005, with rates taken from mean first-passage times. For the oxide-vacancy example, the output shows a failure floor of 0.102 and a time constant of 85 µs. It also shows that nearly all failures after 1 ms are cells that switched and came back. The last lines size neglected effects, of which a hotter set state moves the floor most for a 1 ms pulse.

## Check in Python

```python
"""Reversible two-state switching under a constant pulse.

Result under test: a cell that jumps 0->1 at rate k_f and 1->0 at rate k_b has
set probability p(t) = p_inf + (p0 - p_inf) exp(-(k_f + k_b) t), with
p_inf = k_f/(k_f + k_b). A long pulse thus fails with probability
k_b/(k_f + k_b). For two equivalent sites at one temperature this floor is
1/(1 + exp(w/kT)), where w is the work done by the field over the hop.
Example: one charged vacancy in an oxide filament (rough typical values).
Energies in eV, times in s, temperatures in K, fields in MV/cm, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import minimize_scalar

K_B = const.k / const.e
YEAR = const.year

# ---------------- inputs (rough typical values) ----------------
barrier = 1.5
attempt = 1.0e13
charge_number = 2
hop_nm = 0.3
field = 2.5
T_pulse = 800.0
pulse = 1.0e-3
breakdown_field = 5.0
side_barrier = 2.0
cooling_time = 10e-9
T_room = 300.0
T_hot_storage = 358.0
T_cool_pulse = 600.0

VOLT_PER_NM = 0.1          # 1 MV/cm = 0.1 V/nm


def hop_rate(height, temperature):
    return attempt * np.exp(-height / (K_B * temperature))


def set_probability(t, kf, kb, p0=0.0):
    p_inf = kf / (kf + kb)
    return p_inf + (p0 - p_inf) * np.exp(-(kf + kb) * t)


work = charge_number * hop_nm * field * VOLT_PER_NM
kT = K_B * T_pulse
k_f = hop_rate(barrier - work / 2, T_pulse)
k_b = hop_rate(barrier + work / 2, T_pulse)
k_sum = k_f + k_b
floor = k_b / k_sum
assert abs(floor - 1 / (1 + np.exp(work / kT))) < 1e-12

# ---------------- test: matrix exponential of the rate equations -------------
rate_matrix = np.array([[-k_f, k_b], [k_f, -k_b]])
for t in (1e-5, 1e-4, 1e-3):
    for p0 in (0.0, 0.4, 1.0):
        direct = (expm(rate_matrix * t) @ np.array([1 - p0, p0]))[1]
        assert abs(direct - set_probability(t, k_f, k_b, p0)) < 1e-10

# ---------------- test: random trajectories from waiting times ---------------
rng = np.random.default_rng(12345)
N_CELLS = 200000


def run_pulse(start, duration):
    """Follow each cell jump by jump; return final states and flip counts."""
    state = start.copy()
    clock = np.zeros(state.size)
    flips = np.zeros(state.size, dtype=int)
    active = np.arange(state.size)
    while active.size:
        rates = np.where(state[active] == 0, k_f, k_b)
        clock[active] += rng.exponential(1.0 / rates)
        active = active[clock[active] < duration]
        state[active] = 1 - state[active]
        flips[active] += 1
    return state, flips


def agrees(fraction, probability, n=N_CELLS):
    """Five standard deviations of a sampled fraction."""
    sigma = np.sqrt(probability * (1 - probability) / n)
    return abs(fraction - probability) < 5 * sigma + 1.0 / n


def mean_flips(t):
    return (2 * k_f * k_b * t / k_sum
            + k_f * (k_f - k_b) / k_sum**2 * (1 - np.exp(-k_sum * t)))


for t in (3e-5, 1e-4, pulse):
    for first in (0, 1):
        final, flips = run_pulse(np.full(N_CELLS, first), t)
        assert agrees(final.mean(), set_probability(t, k_f, k_b, first))
        if first == 0:
            assert agrees(np.mean(flips == 0), np.exp(-k_f * t))
            spread = flips.std() / np.sqrt(N_CELLS)
            assert abs(flips.mean() - mean_flips(t)) < 5 * spread
            if t == pulse:
                sampled_failure = 1 - final.mean()
                sampled_flips = flips.mean()


# ---------------- test: pulse, read, stop on success -------------------------
def verified_failure(n):
    return (1 - set_probability(pulse / n, k_f, k_b)) ** n


remaining = N_CELLS
for _ in range(3):
    final, _flips = run_pulse(np.zeros(remaining, dtype=int), pulse / 3)
    remaining = int(np.sum(final == 0))
sampled_verified = remaining / N_CELLS
assert agrees(sampled_verified, verified_failure(3))
assert abs(verified_failure(10**6) / np.exp(-k_f * pulse) - 1) < 1e-3

# ---------------- test: diffusion in a tilted double well --------------------
# Length unit: hop distance; energy unit: kT; diffusion constant 1.
# A lower barrier than in the example keeps the slow eigenvalue accurate.
n_grid = 400
test_barrier = 10.0
tilt = work / kT
dx = 2.0 / n_grid
x = -1 + dx * (np.arange(n_grid) + 0.5)
U = test_barrier / 2 * (1 + np.cos(2 * np.pi * x)) - tilt * x
G = np.zeros((n_grid, n_grid))
for i in range(n_grid - 1):
    G[i, i + 1] = np.exp(-(U[i + 1] - U[i]) / 2) / dx**2
    G[i + 1, i] = np.exp(-(U[i] - U[i + 1]) / 2) / dx**2
G -= np.diag(G.sum(axis=1))
half = n_grid // 2
left = int(np.argmin(np.where(np.abs(x + 0.5) < 0.25, U, np.inf)))
right = int(np.argmin(np.where(np.abs(x - 0.5) < 0.25, U, np.inf)))


def passage_time(start, target):
    keep = np.array([i for i in range(n_grid) if i != target])
    times = np.linalg.solve(G[np.ix_(keep, keep)], -np.ones(n_grid - 1))
    return times[int(np.where(keep == start)[0][0])]


well_kf = 1 / passage_time(left, right)
well_kb = 1 / passage_time(right, left)
symmetric = np.sqrt(np.abs(G * G.T))
np.fill_diagonal(symmetric, np.diag(G))
eigenvalues, modes = eigh(symmetric)
slow_rate = -eigenvalues[-2]
assert abs(slow_rate / (well_kf + well_kb) - 1) < 0.01
assert abs(np.log(well_kf / well_kb) - tilt) < 0.02
largest_gap = 0.0
for multiple in (0.3, 1.0, 3.0, 12.0):
    t = multiple / slow_rate
    density = modes @ (np.exp(eigenvalues * t) * modes[left])
    density = density * np.exp(-(U - U[left]) / 2)
    assert abs(density.sum() - 1) < 1e-6
    gap = abs(density[half:].sum() - set_probability(t, well_kf, well_kb))
    largest_gap = max(largest_gap, gap)
assert largest_gap < 0.005


# ---------------- sizes of neglected effects ---------------------------------
def floor_with(kb):
    return kb / (k_f + kb)


floor_hot20 = floor_with(hop_rate(barrier + work / 2, T_pulse + 20))
floor_hot50 = floor_with(hop_rate(barrier + work / 2, T_pulse + 50))
floor_weak = floor_with(hop_rate(barrier + 0.8 * work / 2, T_pulse))

k_side = hop_rate(side_barrier, T_pulse)
side_loss = 1 - np.exp(-k_side * pulse)
side_loss_1s = 1 - np.exp(-k_side * 1.0)


def cooling_rate(u):
    """Field-free relaxation rate, u = time after the pulse / cooling time."""
    temperature = T_room + (T_pulse - T_room) * np.exp(-u)
    return 2 * hop_rate(barrier, temperature)


exposure = cooling_time * quad(cooling_rate, 0, 10)[0]
cooling_loss = (0.5 - floor) * (1 - np.exp(-exposure))


def landscape(s):
    return barrier / 2 * (1 + np.cos(2 * np.pi * s)) - work * s


options = {"xatol": 1e-10}
bottom = minimize_scalar(landscape, bounds=(-0.7, -0.3), method="bounded",
                         options=options).fun
top = -minimize_scalar(lambda s: -landscape(s), bounds=(-0.2, 0.2),
                       method="bounded", options=options).fun
curvature_shift = (top - bottom) - (barrier - work / 2)
expected_shift = work**2 / (2 * np.pi**2 * barrier)
assert abs(curvature_shift / expected_shift - 1) < 0.02

quantum_ratio = const.h * attempt / (const.k * T_pulse)
tunnel_factor = 1 + quantum_ratio**2 / 24

# ---------------- cures ------------------------------------------------------
field_1pct = kT * np.log(99) / (charge_number * hop_nm * VOLT_PER_NM)
field_kf = hop_rate(barrier - work / 2, T_cool_pulse)
field_kb = hop_rate(barrier + work / 2, T_cool_pulse)
cool_floor = field_kb / (field_kf + field_kb)
cool_tau = 1 / (field_kf + field_kb)
never = np.exp(-k_f * pulse)
failure = 1 - set_probability(pulse, k_f, k_b)

# ---------------- output -----------------------------------------------------
print(f"barrier without field: {barrier:.2f} eV")
print(f"attempt frequency: {attempt:.1e} 1/s")
print(f"vacancy charge: {charge_number} e; hop: {hop_nm:.2f} nm")
print(f"field: {field:.2f} MV/cm; pulse temperature: {T_pulse:.0f} K")
print(f"work over the hop w: {work:.4f} eV")
print(f"kT in pulse: {kT:.5f} eV; w/kT: {work / kT:.4f}")
print(f"forward rate k_f: {k_f:.4e} 1/s")
print(f"backward rate k_b: {k_b:.4e} 1/s")
print(f"k_f/k_b: {k_f / k_b:.3f}")
print(f"time constant 1/(k_f+k_b): {1e6 / k_sum:.2f} us")
print(f"saturated set probability: {1 - floor:.5f}")
print(f"saturated failure probability: {floor:.5f}")
for t in (3e-5, 1e-4, 3e-4, 1e-3, 1e-2):
    fail_t = 1 - set_probability(t, k_f, k_b)
    print(f"failure after {t * 1e3:.2f} ms: {fail_t:.5f}")
print(f"never switched in {pulse * 1e3:.0f} ms: {never:.3e}")
print(f"switched but came back in 1 ms: {failure - never:.5f}")
print(f"mean flips in 1 ms, formula: {mean_flips(pulse):.3f}")
print(f"mean flips in 1 ms, sampled: {sampled_flips:.3f}")
print(f"failure after 1 ms, sampled: {sampled_failure:.5f}")
print(f"number of sampled cells: {N_CELLS}")
for n in (1, 3, 10):
    print(f"failure, {n} pulses with reads, 1 ms total: "
          f"{verified_failure(n):.3e}")
print(f"failure, 3 pulses with reads, sampled: {sampled_verified:.3e}")
print(f"field for 1 % failure: {field_1pct:.2f} MV/cm")
print(f"rough breakdown field (input): {breakdown_field:.1f} MV/cm")
print(f"failure floor at {T_cool_pulse:.0f} K: {cool_floor:.5f}")
print(f"time constant at {T_cool_pulse:.0f} K: {cool_tau * 1e3:.1f} ms")
print(f"double-well test barrier: {test_barrier:.0f} kT")
print(f"double well, slow rate/(sum of rates): "
      f"{slow_rate / (well_kf + well_kb):.5f}")
print(f"double well, ln(k_f/k_b): {np.log(well_kf / well_kb):.4f}")
print(f"double well, largest population gap: {largest_gap:.1e}")
print(f"floor if set state 20 K hotter: {floor_hot20:.4f}")
print(f"floor if set state 50 K hotter: {floor_hot50:.4f}")
print(f"floor if field 20 % weaker in set state: {floor_weak:.4f}")
print(f"side barrier (input): {side_barrier:.1f} eV")
print(f"escape to third site in 1 ms: {side_loss:.2e}")
print(f"escape to third site in 1 s: {side_loss_1s:.3f}")
print(f"cooling time (input): {cooling_time * 1e9:.0f} ns")
print(f"set probability lost in cooling: {cooling_loss:.1e}")
for T in (T_room, T_hot_storage):
    print(f"mean storage time at {T:.0f} K: "
          f"{1 / hop_rate(barrier, T) / YEAR:.2e} years")
print(f"barrier shift from curvature: {curvature_shift * 1e3:.3f} meV")
print(f"rate factor from that shift: {np.exp(-curvature_shift / kT):.4f}")
print(f"tunnelling factor on both rates: {tunnel_factor:.4f}")
print("all good")
```

Printed output:

```
barrier without field: 1.50 eV
attempt frequency: 1.0e+13 1/s
vacancy charge: 2 e; hop: 0.30 nm
field: 2.50 MV/cm; pulse temperature: 800 K
work over the hop w: 0.1500 eV
kT in pulse: 0.06894 eV; w/kT: 2.1758
forward rate k_f: 1.0541e+04 1/s
backward rate k_b: 1.1966e+03 1/s
k_f/k_b: 8.810
time constant 1/(k_f+k_b): 85.19 us
saturated set probability: 0.89806
saturated failure probability: 0.10194
failure after 0.03 ms: 0.73344
failure after 0.10 ms: 0.37961
failure after 0.30 ms: 0.12849
failure after 1.00 ms: 0.10195
failure after 10.00 ms: 0.10194
never switched in 1 ms: 2.642e-05
switched but came back in 1 ms: 0.10192
mean flips in 1 ms, formula: 2.864
mean flips in 1 ms, sampled: 2.869
failure after 1 ms, sampled: 0.10188
number of sampled cells: 200000
failure, 1 pulses with reads, 1 ms total: 1.019e-01
failure, 3 pulses with reads, 1 ms total: 1.723e-03
failure, 10 pulses with reads, 1 ms total: 6.215e-05
failure, 3 pulses with reads, sampled: 1.760e-03
field for 1 % failure: 5.28 MV/cm
rough breakdown field (input): 5.0 MV/cm
failure floor at 600 K: 0.05210
time constant at 600 K: 88.4 ms
double-well test barrier: 10 kT
double well, slow rate/(sum of rates): 1.00015
double well, ln(k_f/k_b): 2.1759
double well, largest population gap: 3.0e-05
floor if set state 20 K hotter: 0.1654
floor if set state 50 K hotter: 0.3032
floor if field 20 % weaker in set state: 0.1237
side barrier (input): 2.0 eV
escape to third site in 1 ms: 2.51e-03
escape to third site in 1 s: 0.919
cooling time (input): 10 ns
set probability lost in cooling: 2.0e-06
mean storage time at 300 K: 5.01e+04 years
mean storage time at 358 K: 4.15e+00 years
barrier shift from curvature: 0.760 meV
rate factor from that shift: 0.9890
tunnelling factor on both rates: 1.0150
all good
```
